The Adler-Wiser Dielectric Constant and Static RPA Local Fields

Q: I can compute the density response of a crystal, but it is a matrix in reciprocal lattice vectors G. A dielectric constant is one number. Which number do I take?

A: Let the measurement decide. Apply a weak static external potential energy V_ext of small wavevector q to the electrons. It varies slowly, so it has a G = 0 component and no others. The crystal is not uniform, so the total potential has further components:

V_tot(r) = Σ_G V_tot,G e^{i(q+G)·r} + complex conjugate.

Averaging over a unit cell as q → 0 removes every term with G ≠ 0. The longitudinal D field comes from the external charge, and the macroscopic E field comes from the averaged total potential. Both are gradients with the same factor q, so

ε_M = lim_{q→0} V_ext,0/V_tot,0.

In the random-phase approximation (RPA) the electrons respond as independent particles to V_ext plus the Hartree potential of the induced density n. In Hartree atomic units,

n = χ0 V_tot, V_tot = V_ext + v n, v_G = 4π/|q+G|².

Substituting the first equation into the second gives (1 − vχ0)V_tot = V_ext. Hence V_tot,0 = [(1 − vχ0)⁻¹]_00 V_ext,0, and

ε_M = lim_{q→0} 1/[(1 − vχ0)⁻¹]_00.

The number is the inverse of the head of the inverse matrix, where "head" means the 00 element.

Q: Inverting, taking an element and inverting again looks like a detour. Why not take the 00 element of 1 − vχ0 itself?

A: That element is V_ext,0/V_tot,0 for a total potential that has no short-wave part. Such a state needs extra external charges to cancel the short-wave Hartree potential, and nobody supplies them. The short-wave components are the local fields, and ε_00 leaves them out.

For what follows a Hermitian matrix is convenient:

ε = v^{−1/2}(1 − vχ0)v^{1/2} = 1 − v^{1/2}χ0 v^{1/2}.

Since v is diagonal in G, the factors v_0^{−1/2} and v_0^{1/2} cancel in the 00 element, both for the matrix and for its inverse. The two forms have the same ε_00 and the same ε_M.

Q: Everything now rests on χ0. Where does it come from, with its sign and its factors of two?

A: From first-order perturbation theory. I assume a gap, doubly occupied valence bands, a local crystal potential and time-reversal symmetry without spin-orbit coupling. The crystal has N_k cells of volume Ω. A static perturbation V changes an occupied orbital by

δψ_v = Σ_m ψ_m ⟨m|V|v⟩/(E_v − E_m),

and the density by δn = 2Σ_v(ψ_v* δψ_v + ψ_v δψ_v*), with 2 for spin. If m is also occupied, the first term for the pair (v,m) cancels the second term for (m,v), because the numerators agree and the denominators are opposite. Only empty states c remain.

Take V = V_G' e^{i(q+G')·r} + complex conjugate, and collect the part of δn that varies as e^{iq·r} times a lattice-periodic function. Define

ρ_G = ⟨c,k+q|e^{i(q+G)·r}|v,k⟩, Δ = E_c,k+q − E_v,k > 0.

The term ψ_v* δψ_v contributes −ψ*_v,k ψ_c,k+q ρ_G' V_G'/Δ. The term ψ_v δψ_v* contributes

−ψ_v,k ψ*_c,k−q ⟨v,k|e^{i(q+G')·r}|c,k−q⟩ V_G'/(E_c,k−q − E_v,k).

Time reversal lets us choose ψ_n,−k = ψ*_n,k. Renaming k as −k then turns this second expression into the first. The two terms are equal, which gives another factor of 2. The Fourier component of ψ*_v,k ψ_c,k+q at q+G is ρ_G*/(N_kΩ), so

χ0_GG' = −(4/(N_kΩ)) Σ_{kvc} ρ_G* ρ_G'/Δ.

This is the static Adler-Wiser response. The minus sign says that electrons move to where their potential energy is lowered.

Q: But v_0 = 4π/q² diverges as q → 0. Does the matrix have a limit at all?

A: Yes, because ρ_0 vanishes in proportion to q. Write u for the periodic part of a Bloch function and H_k for the Hamiltonian acting on it. For a local potential k enters only the kinetic energy, so

H_{k+q} − H_k = q·(p+k) + q²/2.

Take this between u_c,k+q on the left and u_v,k on the right. The left side becomes Δ⟨u_c,k+q|u_v,k⟩ = Δρ_0. To leading order in q the right side is q·p_cv, with p_cv = ⟨c,k|p|v,k⟩. Therefore

ρ_0 → q·p_cv/Δ.

The factor q cancels the 1/q in v_0^{1/2}. With q̂ = q/|q|, define

M_0 = √(4π) q̂·p_cv/Δ, M_G = √(4π) ρ_G/|G| for G ≠ 0.

The whole matrix then has the finite limit

ε_GG' = δ_GG' + (4/(N_kΩ)) Σ_{kvc} M_G* M_G'/Δ,

and its head is

ε_00 = 1 + (16π/(N_kΩ)) Σ_{kvc} |q̂·p_cv|²/Δ³.

The gap is essential: in a metal Δ can go to zero with q and this expansion fails. A nonlocal potential would add a commutator term to p_cv.

Q: The limit still depends on the direction q̂. Is ε_M a proper tensor?

A: That needs the inverse, so let us do the block inversion. Separate G = 0 from the rest: h = ε_00 is the head, w the column of wings w_G = ε_G0, and B the body with G, G' ≠ 0. The first column (y_0, y') of ε⁻¹ solves

h y_0 + w†y' = 1,
w y_0 + B y' = 0.

The second line gives y' = −B⁻¹w y_0. Inserting this in the first gives (h − w†B⁻¹w)y_0 = 1. Since y_0 = [ε⁻¹]_00,

ε_M = h − w†B⁻¹w.

The vector y' is the short-wave potential, in scaled form, that the crystal sets up by itself. The head is 1 plus a term quadratic in q̂, the wings are linear in q̂, and B does not depend on it. Since 1 = q̂·q̂, ε_M(q̂) is a quadratic form in q̂, as a tensor requires. In a cubic crystal it is a scalar.

Q: You have written a minus sign, but that does not make the correction negative. Why could w†B⁻¹w not be negative?

A: Because every transition enters ε with the same sign. For any vector x,

x†(ε − 1)x = (4/(N_kΩ)) Σ_{kvc} |Σ_G M_G x_G|²/Δ ≥ 0.

All eigenvalues of ε are thus at least 1. Choosing x_0 = 0 shows the same for B, so B⁻¹ exists. With z = B⁻¹w,

w†B⁻¹w = z†Bz ≥ z†z ≥ 0.

This is zero only if z = 0, which means w = Bz = 0. Moreover, the eigenvalues of ε⁻¹ lie between 0 and 1, so its head is positive and at most 1. Together,

1 ≤ ε_M ≤ ε_00.

The claim that local fields "always lower" the static value therefore needs one refinement: they never raise it, and they lower it strictly as soon as one wing is nonzero. The comparison is made at fixed orbitals and energies, with the same χ0 on both sides.

Q: I object on physical grounds. In a cubic lattice of polarizable atoms, the Lorentz field of the neighbours adds to the applied field. That is a local field, and it raises the dielectric constant.

A: It does, but RPA local fields also include the Hartree field of each atom's induced charge acting on that same atom. A simple model shows the balance. Put n_a atoms per volume on a cubic lattice, and let each respond as a uniformly polarized sphere of radius R, with independent-particle polarizability α0. The spheres do not overlap. The Lorentz field of the others is 4πn_a p/3 for a dipole p, and the sphere's own field inside itself is −p/R³. With macroscopic field E,

p = α0(E + 4πn_a p/3 − p/R³).

Solving for p and using ε_M − 1 = 4πn_a p/E gives

ε_M − 1 = 4πn_a α0/[1 + α0(1/R³ − 4πn_a/3)].

Without local fields the value is ε_00 − 1 = 4πn_a α0. The spheres fill a fraction f = 4πn_a R³/3 < 1 of space, so 1/R³ = (4πn_a/3)/f exceeds 4πn_a/3. The depolarizing self-field wins over the Lorentz field. Your argument starts from an atomic polarizability α0/(1 + α0/R³) that already contains the self-field. Relative to that starting point the neighbours do raise the result. Relative to the independent-particle ε_00, the sum of both effects lowers it.

Q: Then show me numbers for a crystal that is not made of ideal spheres.

A: Take a simple cubic model crystal with lattice constant 5 bohr, two electrons per cell and one attractive Gaussian well per cell, of the form −V_0 exp(−r²/2σ²), with depth V_0 = 2 hartree and σ = 1 bohr. The potential is held fixed and the bands come from plane-wave diagonalization. The valence maximum among the sampled points is at R, −0.325 hartree, and the conduction minimum is at X, 0.011 hartree, so the gap is 0.336 hartree and indirect. The Δ in the q → 0 formulas is vertical and larger; at X it is 0.425 hartree.

Start with a matrix small enough to invert by hand. Let q̂ point along x and keep G = 0 and ±(2π/a)x̂. Inversion symmetry makes the two wings opposite, ±0.23759 in size. The body has diagonal 1.18733 and off-diagonal −0.07131. The wing vector is proportional to (1, −1), which is an eigenvector of this body with eigenvalue

1.18733 − (−0.07131) = 1.25864.

The correction is therefore

2 × 0.23759²/1.25864 = 0.0897,

and ε_M = 1.5858 − 0.0897 = 1.4961.

With 81 G vectors the correction grows to 0.1295, and ε_M = 1.5858 − 0.1295 = 1.4563. Local fields reduce ε_00 by 8.2 percent. The polarization part ε − 1 falls by 22 percent, which is the fairer measure, since the 1 belongs to the vacuum.

Q: The correction grew when you added G vectors. Could it shrink again with the next shell?

A: Not for a fixed χ0. For any trial vector z, completing the square gives

2 Re(z†w) − z†Bz = w†B⁻¹w − (z − B⁻¹w)†B(z − B⁻¹w).

The last term is never positive, so w†B⁻¹w is the maximum of the left side over z. More G vectors allow more trial vectors, and the maximum cannot fall. Each truncated ε_M is an upper bound to the value with all G vectors.

The sequence for 1, 7, 19, 27, 33, 57 and 81 vectors is 1.5858, 1.4961, 1.4648, 1.4597, 1.4585, 1.4569 and 1.4563. The seven-vector value equals the three-vector one for a reason of symmetry. The reflection x → −x reverses q̂ and hence the wing column. The four added vectors along y and z are unchanged by this reflection, so their wings vanish, and they do not couple to the odd combination (1, −1).

The bound concerns the G set alone. Going from a 6×6×6 to an 8×8×8 k mesh raises ε_M by 0.0004, and on the 4×4×4 mesh a plane-wave cutoff of 12 instead of 8 hartree also raises it by 0.0004. I would quote ε_M ≈ 1.46 and ε_00 ≈ 1.59 for this model.

Q: All of this uses your own matrix. How do I know that the inverse head, rather than ε_00, describes what a field does?

A: Apply the field and never form the matrix. Triple the cell along x, add a weak cosine potential of wavevector q = 0.419 bohr⁻¹, diagonalize the perturbed Hamiltonian, and feed the Hartree potential of the induced density back, keeping its components at q+G for 27 G vectors, until it no longer changes. The direct ratio of external to total potential at q is 1.392751. The matrix at the same q, with the same k points, cutoff and 27 G vectors, gives 1/[ε⁻¹]_00 = 1.392751 and ε_00 = 1.507435. The self-consistent crystal follows the inverse head. If the density is computed from the cosine alone, without feedback, the direct calculation gives 1.507435, which confirms the head of χ0 with its factors. The test requires agreement within 10⁻⁵ in both cases.

These values use a coarser k set, a lower cutoff and fewer G vectors than the main calculation, so they test the formula but are not converged values at this q, and their difference from 1.46 does not measure the q dependence.

Q: And the limit q → 0, where you replaced ρ_0 by a momentum matrix element?

A: It was tested separately, with q̂ along (1,2,3) and smaller settings that are the same on both sides. The limiting formula gives 1.446922. Explicit states at k and k+q give 1.446904 at q = 0.02 bohr⁻¹ and 1.446918 at 0.01 bohr⁻¹. Halving q divides the deviation by 4.09, close to the factor 4 of a quadratic approach. A linear term is absent because the mesh contains −k with every k, which makes the result even in q.

Q: You keep saying RPA. Would a better theory of exchange and correlation leave the inequality intact?

A: Not necessarily, and one place where it can break is visible. Suppose the effective interaction between short-wave density components is λv_G instead of v_G, while the G = 0 part stays v_0. RPA has λ = 1, and λ = 0 switches local fields off. Let S = B − 1, and let y_0 and y' be the long-wave and short-wave effective potentials, each divided by v^{1/2}. The induced density, multiplied by v^{1/2}, is −(ε − 1) acting on (y_0, y'). No external short-wave potential is present, so

y' = −λ(w y_0 + S y'), hence y' = −λ(1 + λS)⁻¹w y_0.

The long-wave external potential is the total minus the induced one, h y_0 + w†y'. Dividing by y_0,

ε_M(λ) = h − λ w†(1 + λS)⁻¹w.

At λ = 1 this is the block formula, since 1 + S = B. For λ < 0 the short-wave interaction is attractive and the correction changes sign, as long as 1 + λS stays positive; beyond that point the crystal is unstable in this model. In the example λ = −0.2 gives ε_M = 1.629, above ε_00 = 1.586.

An exchange-correlation kernel adds to v. If it outweighs the Coulomb repulsion in the short-wave components that matter, local fields can raise ε_M above ε_00. This λ is a model parameter, and the example does not say whether a particular functional reaches that regime. The model also leaves the G = 0 part untouched. A kernel with an attractive long-range head −γv_0 is a second route: at λ = 1 it turns the RPA value π = ε_M − 1 into π/(1 − γπ), which exceeds ε_00 − 1 once γ is large enough, as long as γπ < 1.

Q: Does the proof at least cover optical frequencies?

A: Only below the absorption threshold. The proof needed a positive weight, 1/Δ in the static case, for every transition. At a real frequency ω the static factor 2/Δ, from the two equal terms, becomes 1/(Δ − ω) + 1/(Δ + ω) = 2Δ/(Δ² − ω²). While ω lies below the smallest Δ, every such weight is positive, and the proof and the inequality carry over unchanged. The weight is negative for transitions with Δ < ω, so above the absorption threshold the sum of squares no longer has one sign. There ε is in general complex and no longer Hermitian, so the row of wings ε_0G must take the place of w† in the block formula. With that change the block inversion holds wherever B can be inverted, but the inequality loses its proof. The remaining values and convergence data are in the numerical output below.

Table of computed values

```
lattice constant 5.0 bohr, cell volume 125.0 bohr^3
well depth 2.0 hartree, width 1.0 bohr
cutoff 8.0 hartree, plane waves 147, G vectors 81
k mesh 4x4x4: eps_00 = 1.57547, eps_M = 1.44700
k mesh 6x6x6: eps_00 = 1.58535, eps_M = 1.45588
k mesh 8x8x8: eps_00 = 1.58580, eps_M = 1.45631
Gamma: valence -0.4715, conduction 0.2736 hartree
X: valence -0.4137, conduction 0.0113 hartree
M: valence -0.3658, conduction 0.1340 hartree
R: valence -0.3247, conduction 0.2400 hartree
smallest gap on sampled k points 0.3359 hartree
4x4x4 mesh, cutoff 12 hartree: eps_M = 1.44739
eigenvalues of eps: 1.00079 to 1.98214
head 1.58580, wing norm squared 0.19280
local-field correction 0.12950, eps_M 1.45631
reduction of eps 8.17 percent
reduction of eps-1 22.11 percent
G vectors  1: eps_M = 1.58580
G vectors  7: eps_M = 1.49610
G vectors 19: eps_M = 1.46477
G vectors 27: eps_M = 1.45969
G vectors 33: eps_M = 1.45852
G vectors 57: eps_M = 1.45690
G vectors 81: eps_M = 1.45631
three vectors: |wing| 0.23759, body diagonal 1.18733
three vectors: body off-diagonal -0.07131, eps_M 1.49610
small-q test (cutoff 5 hartree): limit 1.446922
q = 0.02 bohr^-1: 1/inverse head = 1.446904
q = 0.01 bohr^-1: 1/inverse head = 1.446918
ratio of the two deviations 4.092
tripled cell, q = 0.41888 bohr^-1
without feedback: direct 1.507435, eps_00 1.507435
self-consistent: direct 1.392751, 1/inverse head 1.392751
net short-wave interaction -0.2 v: eps_M = 1.62858
```
